\section*{Why continuum needle nucleation needs a minimum physical radius}

\section{Definitions and conventions}

A conducting needle forms inside a dielectric film that carries a uniform field $E$ along $z$. The needle is a prolate spheroid with half-length $a$ along the field and waist radius $b\le a$. Its volume, eccentricity and focal distance are
\begin{equation}
V=\frac{4\pi}{3}ab^2,\qquad e^2=1-\frac{b^2}{a^2},\qquad f=ae .
\end{equation}
The dielectric is linear with permittivity $\varepsilon$, the needle is an ideal neutral conductor, and the electrodes are held at fixed potentials. The interface tension $\sigma$ and the bulk cost per volume $\Delta\mu\ge0$ are constants. Formulas are in SI units. The free energy relative to the untouched dielectric is
\begin{equation}
F(a,b)=\sigma S+\Delta\mu V-G ,
\end{equation}
where $S$ is the surface area and $G$ the field gain. The nucleation barrier is the lowest possible value of the highest $F$ met on a path from no needle to a needle that grows downhill.

If $b$ may shrink without limit, that barrier is zero. A lower limit on $b$ makes it positive, but the limit has to come from physics that $F$ does not contain.

\section{The field gain}

\subsection{Energy at fixed voltage}

Let the electrodes lie at $z=0$ (potential $U$) and $z=d$ (potential zero), so $E=U/d$. If the needle raises the charge on the first electrode by $\Delta Q$, the field energy rises by $\frac12U\Delta Q$; the neutral needle adds no term of its own. The battery supplies $U\Delta Q$. The free energy therefore changes by $\frac12U\Delta Q-U\Delta Q=-\frac12U\Delta Q$.

To find $\Delta Q$, take a charge $q$ at height $z$ between grounded plates and let $Q_0$ be the charge it induces at $z=0$. Compare this with the charge-free gap, whose potential is $U(1-z/d)$. Reciprocity in a linear medium gives $Q_0U+qU(1-z/d)=0$, so $Q_0=-q(1-z/d)$. Summed over the neutral needle, the constant part cancels and $\Delta Q=p/d$, with $p$ the dipole moment of the needle's charge. Hence
\begin{equation}
G=\tfrac12 pE .
\end{equation}

\subsection{The dipole of a spheroid}

Place a line charge $\lambda(z')=Cz'$ between the foci, $-f<z'<f$. At distance $r$ from the axis its potential is $C I/(4\pi\varepsilon)$, with
\begin{align}
I&=\int_{-f}^{f}\frac{z'\,dz'}{\sqrt{r^2+(z-z')^2}}\nonumber\\
&=D_+-D_-+z\ln\frac{f-z+D_+}{-f-z+D_-},
\end{align}
where $D_\pm$ are the distances to the foci at $z=\pm f$. On the spheroid $D_\pm=a\mp ez$. The numerator in the logarithm becomes $(1+e)(a-z)$ and the denominator $(1-e)(a-z)$, so
\begin{equation}
I=zL,\qquad L=\ln\frac{1+e}{1-e}-2e .
\end{equation}
The total potential on the surface, $-Ez+CLz/(4\pi\varepsilon)$, vanishes if $C=4\pi\varepsilon E/L$. The line charge thus reproduces the field outside the conductor, and
\begin{equation}
p=\int_{-f}^{f}Cz'^2dz'=\frac{8\pi\varepsilon E f^3}{3L}=\frac{\varepsilon VE}{n},\qquad
n=\frac{(1-e^2)L}{2e^3}.
\end{equation}
The last form follows from $n=\varepsilon VE/p=ab^2L/(2f^3)$. It gives $G=\varepsilon E^2V/(2n)$.

\subsection{The thin limit}

For $b\ll a$, write $(1+e)/(1-e)=(1+e)^2/(1-e^2)\to4a^2/b^2$. Then $L\to2\Lambda$ and $n\to b^2\Lambda/a^2$, with
\begin{equation}
\Lambda=\ln\frac{2a}{b}-1 ,\qquad
G\simeq\frac{A a^3}{\Lambda},\qquad A=\frac{2\pi}{3}\varepsilon E^2 .
\end{equation}
The factor $b^2$ in the volume has cancelled against the $b^2$ in $n$. Physically, a thin conductor still has to cancel the applied potential along its whole length, and the charge this takes depends on its thickness only through a logarithm.

\section{The surface and bulk costs}

The profile $r(z)=b\sqrt{1-z^2/a^2}$ satisfies $r^2+(rr')^2=b^2(1-e^2z^2/a^2)$. The area is therefore
\begin{align}
S&=2\pi b\int_{-a}^{a}\sqrt{1-e^2z^2/a^2}\,dz\nonumber\\
&=2\pi b^2+2\pi ab\,\frac{\arcsin e}{e}.
\end{align}
For $e\to1$ this becomes $\pi^2ab$. The bulk cost is $(4\pi/3)\Delta\mu ab^2$, smaller by a further power of $b$. The two combine into one effective tension $g$:
\begin{equation}
F\simeq\pi^2g\,ab-\frac{Aa^3}{\Lambda},\qquad g=\sigma+\frac{4\Delta\mu b}{3\pi}.
\label{thin}
\end{equation}

\section{Weighing the terms at fixed length}

Hold $a$ fixed and reduce $b$. The surface cost is proportional to $b$. Since $d\Lambda/d\ln b=-1$, the gain obeys $d\ln G/d\ln b=1/\Lambda$, a slope that itself tends to zero. The ratio is
\begin{equation}
\frac{\sigma S}{G}\simeq\frac{3\pi\sigma}{2\varepsilon E^2a^2}\,b\Lambda\;\to\;0,
\end{equation}
because $b\ln(1/b)\to0$. The surface cost vanishes faster than the gain, so a sufficiently thin needle of any given length has $F<0$.

The example is a 10 nm film with relative permittivity 25 at 3 MV/cm, so $\varepsilon E^2=1.99\times10^7$ J/m$^3$. The assumed material constants are $\sigma=0.1$ J/m$^2$ and $\Delta\mu=10^7$ J/m$^3$. At $a=2.25$ nm the full spheroid expressions give, in eV:
\begin{center}
\begin{tabular}{cccc}
$b$ (nm) & $\sigma S$ & $G$ & $F$\\
0.3 & 4.20 & 1.69 & $+2.56$\\
0.1 & 1.39 & 1.06 & $+0.34$\\
0.03 & 0.416 & 0.742 & $-0.32$\\
0.01 & 0.139 & 0.582 & $-0.44$\\
0.001 & 0.014 & 0.401 & $-0.39$
\end{tabular}
\end{center}
From the first row to the last the surface cost falls about 300-fold and the gain about fourfold. The bulk cost is 0.05 eV in the first row and smaller below. The last $F$ is less negative than the one above it because the gain also tends to zero, though slowly.

A negative $F$ at one length does not yet remove the barrier, since the needle must first grow to that length.

\section{The barrier at fixed radius}

Now hold $b$ fixed and lengthen the needle. With $d\Lambda/da=1/a$, setting the derivative of (\ref{thin}) to zero gives
\begin{equation}
\pi^2gb=Aa^2\left(\frac3\Lambda-\frac1{\Lambda^2}\right)=Aa^2\,\frac{3\Lambda-1}{\Lambda^2}.
\label{top}
\end{equation}
For $\Lambda\ge1$ the right side increases with $a$, so $F$ rises up to this length and falls beyond it. Inserting $A$,
\begin{equation}
a_*^2=\frac{3\pi g b\Lambda^2}{2\varepsilon E^2(3\Lambda-1)} .
\end{equation}
By (\ref{top}), the gain at the top is $Aa_*^3/\Lambda=\pi^2ga_*b\,\Lambda/(3\Lambda-1)$. Subtracting it from $\pi^2ga_*b$ leaves
\begin{equation}
W(b)=\pi^2g\,a_*b\,\frac{2\Lambda-1}{3\Lambda-1}.
\end{equation}

As $b\to0$, $g\to\sigma$ and $a_*\propto\sqrt{b\Lambda}$. The aspect ratio $a_*/b$ grows, so the thin approximation improves, and
\begin{equation}
W(b)\to\frac{2\pi^2\sigma}{3}\left(\frac{\pi\sigma}{2\varepsilon E^2}\right)^{1/2}b^{3/2}\Lambda^{1/2}\to0 .
\end{equation}
One power of $b$ comes from the perimeter of the needle and half a power from its shorter critical length. The logarithm opposes the collapse but cannot stop it.

The local slopes follow without differentiating $a_*$, because $\partial F/\partial a=0$ there. For $\Delta\mu=0$,
\begin{equation}
b\frac{\partial F}{\partial b}=\pi^2\sigma ab-\frac{Aa^3}{\Lambda^2}
=\pi^2\sigma ab\,\frac{3\Lambda-2}{3\Lambda-1},
\label{slopeb}
\end{equation}
where (\ref{top}) was used in the last step. Dividing by $W$ gives the first slope. The second is $-2G/W$, since only $G\propto E^2$ depends explicitly on the field:
\begin{equation}
\frac{d\ln W}{d\ln b}=\frac{3\Lambda-2}{2\Lambda-1},\qquad
\frac{d\ln W}{d\ln E}=-\frac{2\Lambda}{2\Lambda-1}.
\end{equation}
They tend to $3/2$ and $-1$. At $b=0.001$ nm, where $\Lambda=5.02$, they are 1.44 and $-1.11$.

For $b=0.3$ nm, $g=0.1013$ J/m$^2$ and the equations for $a_*$ and $\Lambda$ are solved together by $\Lambda=1.711$:
\begin{align}
a_*^2&=\frac{3\pi(0.1013)(0.3\times10^{-9})(1.711)^2}{2(1.992\times10^7)(4.133)}\ \mathrm{m^2}
=(2.26\ \mathrm{nm})^2,\nonumber\\
W&=\pi^2(0.1013)(2.26\times10^{-9})(0.3\times10^{-9})\frac{2.422}{4.133}\ \mathrm{J},
\end{align}
which is 2.47 eV when unrounded values are carried through. Numerical maximization of the full spheroid energy over $a$ gives 2.56 eV at $a_*=2.25$ nm; the thin formula is 3\% below that. The same maximization at smaller radii gives:
\begin{center}
\begin{tabular}{ccc}
$b$ (nm) & $a_*$ (nm) & $W$ (eV)\\
0.3 & 2.25 & 2.56\\
0.1 & 1.48 & 0.567\\
0.03 & 0.907 & 0.105\\
0.01 & 0.569 & 0.0222\\
0.001 & 0.206 & 0.00082
\end{tabular}
\end{center}
At $b=10^{-6}$ nm the barrier is $3.4\times10^{-8}$ eV. It already equals $k_BT$ at 300 K, 0.026 eV, when $b=0.011$ nm, a length far below the size of an atom.

\section{Why the unrestricted barrier is zero}

Choose any small $b$. First grow a sphere from nothing to radius $b$. Its energy never exceeds $4\pi\sigma b^2+(4\pi/3)\Delta\mu b^3$, which tends to zero. Then lengthen it at constant $b$. The highest energy is $W(b)$, and beyond $a_*$ the energy falls as far as the uniform field extends. Both maxima can be made as small as desired. Every path starts at $F=0$, so no barrier is negative, and the lowest possible barrier is zero. It is approached as $b\to0$ but not reached by any needle of finite radius.

\subsection{Growth at fixed shape}

The collapse does not depend on lengthening at constant radius. Fix the aspect ratio $k=a/b$ instead, and define $s=S/V^{2/3}$ and $w=\varepsilon E^2/(2n)-\Delta\mu$, both functions of $k$ alone. For $w>0$,
\begin{equation}
F=\sigma sV^{2/3}-wV,\qquad
\frac{\partial F}{\partial V}=0\ \Rightarrow\ V^{1/3}=\frac{2\sigma s}{3w}.
\end{equation}
Then $F=V^{2/3}(\sigma s-wV^{1/3})=\frac13\sigma sV^{2/3}$, so the barrier is
\begin{equation}
W_k=\frac{4\sigma^3s^3}{27w^2}.
\end{equation}
For a thin needle, $s^3=S^3/V^2\simeq9\pi^4k/16$ and $w\simeq\varepsilon E^2k^2/(2\Lambda)$. Therefore
\begin{equation}
W_k\simeq\frac{\pi^4\sigma^3\Lambda^2}{3\varepsilon^2E^4k^3}\to0 .
\end{equation}

The sphere, $k=1$ and $n=1/3$, is the opposite limit. Here $w=\frac32\varepsilon E^2-\Delta\mu=1.99\times10^7$ J/m$^3$, the critical radius is $2\sigma/w=10.1$ nm and the barrier is 265 eV. Such a sphere would not even fit in the film. At $k=10$, 100 and 1000 the barrier is 2.22, 0.0094 and 0.000022 eV.

A critical nucleus, stationary in both $a$ and $b$, would need $dW_k/dk=0$. Evaluated at 2000 aspect ratios from 1 to $10^5$ with the example's constants, $W_k$ falls at every step. At larger $k$ the thin formula gives $d\ln W_k/d\ln k=-3+2/\Lambda<0$. The example thus shows no prolate critical nucleus whose size could supply the missing radius.

\section{What a minimum radius does}

Impose $b\ge b_{\min}$, except that a sphere may first grow from nothing to that radius; in the example below this costs at most 0.69 eV, less than the barrier. A growing prolate needle must at some moment have $a=a_*(b_{\min})$. If $F$ on that line is lowest at $b=b_{\min}$, no allowed path can pass below $W(b_{\min})$, and lengthening at $b_{\min}$ attains this value. Equation (\ref{slopeb}) shows that $F$ rises with $b$ there when $\Lambda>2/3$. For the example with $b_{\min}=0.3$ nm, evaluating the full energy at 1000 radii between $b_{\min}$ and $a_*$ also places the minimum at $b_{\min}$.

The restricted barrier is then 2.56 eV, or 99 $k_BT$ at 300 K. Its value is controlled by the cutoff: taking 0.1 nm instead, with all else fixed, gives 0.57 eV. The cutoff limits only the waist, however: the tip of this spheroid has a curvature radius $b^2/a=0.04$ nm. A rod of radius 0.3 nm with hemispherical ends, its surface charge solved numerically, has a barrier of about 3.05 eV with the same constants. A nonzero needle barrier obtained from this $F$ therefore rests on a restriction of the shape, here the smallest radius.

\section{Where the continuum picture fails}

\subsection{Charge comes in electrons}

The charge on half the needle follows from the surface field. The evaluation of $I$ holds on every spheroid with the same foci, so the outside potential is $z$ times a function of $D_++D_-$ that vanishes on the needle. The surface charge density is thus proportional to $z|\nabla(D_++D_-)|$. With $\gamma$ the angle between the two unit vectors from the foci, the law of cosines gives
\begin{equation}
|\nabla(D_++D_-)|^2=2+2\cos\gamma=\frac{4a^2-4f^2}{D_+D_-}=\frac{4b^2}{a^2-e^2z^2}.
\end{equation}
A surface ring has area $2\pi b\sqrt{1-e^2z^2/a^2}\,dz$. The square roots cancel, and the charge per unit $z$ is $Kz$ for $-a<z<a$. Then $p=2Ka^3/3$, and the upper half carries
\begin{equation}
q=\frac{Ka^2}{2}=\frac{3p}{4a}\simeq\frac{\pi\varepsilon Ea^2}{\Lambda}
=\frac{\pi^2gb}{2E}\,\frac{3\Lambda}{3\Lambda-1},
\end{equation}
the last form holding at $a=a_*$. This charge vanishes with $b$. With the full expressions it is 3.8 electrons at $b=0.3$ nm and one electron at $b=0.085$ nm. Below that radius the induced charge on each half is a fraction of an electron. A polarized molecule can carry such a fraction, but its size is then set by the mixing of discrete levels, not by the free flow of charge over an ideal metal surface assumed here.

\subsection{Electrons resist confinement}

In a hard-walled cylinder of radius $b$, the lowest transverse energy of a free electron is $\hbar^2j^2/(2m_eb^2)$, where $j$ is the first zero of the Bessel function $J_0$. This is 2.45 eV at 0.3 nm, comparable with the barrier itself, and it grows as $1/b^2$. The levels along the needle are discrete too. For a free electron with a total kinetic energy of 5 eV in a needle 4.5 nm long, they lie between 0.4 and 0.5 eV apart. That is not small beside the 0.68 eV by which the applied field changes an electron's energy between the middle and a tip. Two spin states per 0.45 eV over 4.5 nm are about one state per eV and nm, so in a local estimate even the unscreened field would move only about 0.75 electron onto half the needle, against the 3.8 an ideal metal needs. In this free-electron picture the ideal-metal gain is thus much too large already at the chosen cutoff. An atom's finite size gives a further, independent lower limit.

\subsection{A core energy stops the collapse at a radius set by its size}

Suppose the needle has an energy per length that survives as $b\to0$. Write it as $\pi^2\sigma\delta$ per unit of the half-length $a$, with $\delta$ a length, and set $\Delta\mu=0$. Then
\begin{equation}
F\simeq\pi^2\sigma a(b+\delta)-\frac{Aa^3}{\Lambda}.
\end{equation}
The conditions $\partial F/\partial a=0$ and $\partial F/\partial b=0$ are
\begin{equation}
\pi^2\sigma(b+\delta)=Aa^2\frac{3\Lambda-1}{\Lambda^2},\qquad
\pi^2\sigma b=\frac{Aa^2}{\Lambda^2}.
\end{equation}
Their ratio gives $(b+\delta)/b=3\Lambda-1$, hence
\begin{equation}
b=\frac{\delta}{3\Lambda-2}.
\end{equation}
For $\delta=0$ this would require $\Lambda=2/3$, or $a/b\approx2.6$, which lies outside the thin approximation.

With $\delta=0.1$ nm, numerical optimization of the full energy plus the core term gives a barrier of 0.94 eV at $b=0.007$ nm. The barrier is finite, but the preferred radius is much smaller than an atom, because the surface cost still favours thinning and the gain opposes it only through a logarithm. A larger core energy gives a thicker needle: $\delta=1$ nm gives $b=0.11$ nm, but the critical needle is then 12 nm long and does not fit in the 10 nm film. A finite barrier alone does not make the radius physical.

\section{The example beside a real film}

The numbers are set in the regime of a hafnium-oxide resistive memory, for which a permittivity near 25, a 10 nm film and a few MV/cm are rough typical values. The constants $\sigma$, $\Delta\mu$ and $b_{\min}$ are assumed, not measured, and the chemical cost of removing oxygen may far exceed the assumed $\Delta\mu$. Real filaments involve moving oxygen and defects, which a needle of constant tension leaves out. With $b_{\min}$ and the field fixed, doubling $\sigma$ raises the barrier from 2.56 to 7.9 eV, while a tenfold $\Delta\mu$ raises it to 3.05 eV. These shifts measure sensitivity to the constants; they do not bound the error from the missing chemistry. At $\Delta\mu=5\times10^9$ J/m$^3$, for instance, the same formula gives a critical needle 15 nm long, which does not fit in the film, so the free-needle barrier no longer applies.

A needle standing on an electrode is the upper half of the one treated here, since the midplane is at constant potential. Its barrier is 1.28 eV, or 49 $k_BT$ at 300 K, apart from the change of interface at its base, whose scale $\pi b^2\sigma$ is 0.18 eV. For the free needle, raising the temperature to 358 K lowers $W/k_BT$ from 99 to 83 if the material constants do not change.

The electrodes also produce image dipoles at distances $jd$ on both sides of a needle in mid-film. Their fields add to $2\sum_j 2p/(4\pi\varepsilon j^3d^3)=p\,\zeta(3)/(\pi\varepsilon d^3)$, about 1\% of $E$ in this point-dipole estimate. Solving for the needle's charge with the images included lowers the barrier from 2.56 to 2.54 eV. With $\sigma$ doubled the critical needle is about 7 nm long, and the images lower its barrier from 7.9 to 7.7 eV.

The field at the tip is a more serious matter. There the ring area per $dz$ is $2\pi b^2/a$, so the charge density is $Ka^2/(2\pi b^2)=p/V$ and the local field is $E/n=96$ MV/cm. On the rod with hemispherical ends of radius 0.3 nm it is still about 28 MV/cm. Both values are far above the few MV/cm applied to the film, and a linear dielectric response cannot be trusted there. Electrons may also tunnel from the tip. A WKB integral along the axis to the electrode, with a rough 2 eV offset and the free-electron mass, gives a suppression factor of about $e^{-28}$ per attempt. Tunnelling masses commonly used for hafnium oxide are much lower; with 0.15 of the free mass the factor is about $e^{-11}$. Neither number by itself shows how long the needle keeps its charge.

The 2.56 eV is therefore the barrier of this model at the stated cutoff. It is not a predicted forming energy for a device.

Numbers in the example were calculated in double precision.
